\section*{Ramsey's Four Spin-Spin Coupling Terms from Hartree-Fock Response}

Consider a closed-shell molecule with fixed point nuclei carrying magnetic moments $\mathbf M_K$. In Hartree atomic units, with electron $g$ factor 2 and fine-structure constant $\alpha$, each electron has the one-electron Hamiltonian
\begin{equation}
h=\tfrac12(\mathbf p+\mathbf A)^2+\mathbf s\cdot\mathbf B+V,\qquad
\mathbf A=\alpha^2\sum_K\frac{\mathbf M_K\times\mathbf r_K}{r_K^3},
\end{equation}
where $\mathbf r_K$ points from nucleus $K$ to the electron, $\mathbf B=\nabla\times\mathbf A$, and $V$ is the nuclear attraction. The electron repulsion is the usual Coulomb one; other relativistic effects are left out. For two different nuclei, the reduced coupling tensor is
\begin{equation}
K_{uv}=\left.\frac{\partial^2E}{\partial M_{Ku}\,\partial M_{Lv}}\right|_{\mathbf M=0},\qquad K=\tfrac13\sum_uK_{uu}.
\end{equation}
Here $u,v,w$ are Cartesian directions, $i,j$ occupied orbitals and $a,b$ virtual ones. The direct dipole interaction of the nuclei is a traceless tensor and does not enter $K$.

\section*{(a) The operators}
Find the parts of $h$ that are linear in one moment or bilinear in two.

\textit{Solution.} Since $\mathbf M\times\mathbf r/r^3=\nabla\times(\mathbf M/r)$, we have $\nabla\cdot\mathbf A=0$. Hence $\frac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)=\mathbf A\cdot\mathbf p$. With $\mathbf p=-i\nabla$ and $(\mathbf M\times\mathbf r)\cdot\mathbf p=\mathbf M\cdot(\mathbf r\times\mathbf p)$, the derivative with respect to $M_{Ku}$ is the paramagnetic spin-orbit (PSO) operator
\begin{equation}
h^{Ku}_{\rm PSO}=-i\alpha^2\,\frac{(\mathbf r_K\times\nabla)_u}{r_K^3}.
\end{equation}
In $\frac12A^2$ the product of the fields of $K$ and $L$ occurs twice, which cancels the factor $\frac12$. The identity
$(\mathbf M_K\times\mathbf r_K)\cdot(\mathbf M_L\times\mathbf r_L)=(\mathbf M_K\cdot\mathbf M_L)(\mathbf r_K\cdot\mathbf r_L)-(\mathbf M_K\cdot\mathbf r_L)(\mathbf r_K\cdot\mathbf M_L)$
then gives the diamagnetic spin-orbit (DSO) operator
\begin{equation}
h^{Ku,Lv}_{\rm DSO}=\alpha^4\,\frac{\delta_{uv}\,\mathbf r_K\cdot\mathbf r_L-r_{Lu}r_{Kv}}{r_K^3r_L^3}.
\end{equation}

For the spin term, the curl of a curl gives, for one nucleus,
\begin{equation}
B_w=\alpha^2\sum_uM_u\left[\partial_w\partial_u\frac1r+4\pi\delta_{uw}\delta(\mathbf r)\right].
\end{equation}
Away from the nucleus $\partial_w\partial_u(1/r)=S_{uw}$, with $S_{uw}=(3r_ur_w-r^2\delta_{uw})/r^5$. To find the contact part, integrate over a small sphere with outward normal $\mathbf n$. The divergence theorem gives $-\oint n_un_w\,d\Omega=-\frac{4\pi}3\delta_{uw}$, while the angular integral of $S_{uw}$ is zero. So $\partial_w\partial_u(1/r)=S_{uw}-\frac{4\pi}{3}\delta_{uw}\delta(\mathbf r)$, and
\begin{equation}
h^{Ku}_{\rm spin}=\alpha^2\sum_wT^K_{uw}s_w,\qquad
T^K_{uw}=\frac{8\pi}3\delta(\mathbf r_K)\delta_{uw}+S^K_{uw}.
\end{equation}
The two parts are the Fermi-contact (FC) and spin-dipolar (SD) operators.

\section*{(b) The second derivative of the energy}
Write the coupling for the exact state and for a Hartree-Fock determinant.

\textit{Solution.} For an exact nondegenerate ground state, second-order perturbation theory gives Ramsey's form
\begin{equation}
K_{uv}=\langle0|h^{Ku,Lv}|0\rangle-2\,{\rm Re}\sum_{n\ne0}\frac{\langle0|h^{Ku}|n\rangle\langle n|h^{Lv}|0\rangle}{E_n-E_0},
\end{equation}
with the operators summed over electrons. From a singlet ground state, the spin-free PSO operator reaches singlets and the FC and SD operators, linear in spin, reach triplets.

In Hartree-Fock theory the energy is stationary with respect to the orbitals. If the basis does not depend on the moments, the first derivative is therefore $\partial E/\partial M_{Ku}=\sum_i\langle i|\partial h/\partial M_{Ku}|i\rangle$ over spin orbitals. Under $M_{Lv}$ let the occupied orbitals change to first order by $\sum_a\phi_aU_{ai}$. Mixing among occupied orbitals leaves the determinant unchanged up to a phase and may be dropped. Differentiating again,
\begin{equation}
K_{uv}=\sum_i\langle i|h^{Ku,Lv}|i\rangle+2\,{\rm Re}\sum_{ai}\left(h^{Ku}_{ai}\right)^*U^{Lv}_{ai}.
\label{second}
\end{equation}
The DSO term is thus an expectation value in the unperturbed determinant. The others need $U$ for one of the two nuclei.

\section*{(c) The response equation}
Derive the equation for $U$.

\textit{Solution.} At the stationary point the perturbed Fock operator has no virtual-occupied element. Orthogonality requires the virtual orbitals to change by $-\sum_i\phi_iU_{ai}^*$. The two orbital changes contribute $\varepsilon_aU_{ai}$ and $-\varepsilon_iU_{ai}$, so
\begin{equation}
(\varepsilon_a-\varepsilon_i)U_{ai}+h_{ai}+G_{ai}=0,
\end{equation}
where $G$ is the change of the mean field. The one-particle density matrix changes by
$\sum_{bj}[U_{bj}\phi_b(1)\phi_j^*(2)+U_{bj}^*\phi_j(1)\phi_b^*(2)]$. Inserting this in the Coulomb and exchange operators gives
\begin{equation}
G_{ai}=\sum_{bj}\Big\{[(ai|jb)-(ab|ji)]U_{bj}+[(ai|bj)-(aj|bi)]U_{bj}^*\Big\},
\label{field}
\end{equation}
with $(pq|rs)=\iint\phi_p^*(1)\phi_q(1)r_{12}^{-1}\phi_r^*(2)\phi_s(2)$ over spin orbitals. From here on the unperturbed spatial orbitals are real.

\section*{(d) The imaginary singlet equation}
Solve for the PSO perturbation.

\textit{Solution.} Let $P^L_v$ be the real matrix of $(\mathbf r_L\times\nabla)_v/r_L^3$, so that $h_{ai}=-i\alpha^2P^L_{v,ai}$ for both spins. For real orbitals the response equation separates into real and imaginary parts. The source is imaginary, so the real part of $U$ obeys a homogeneous equation and vanishes if its matrix is nonsingular. Hence $U^*=-U$.

The Coulomb terms in \eqref{field} now cancel, because $(ai|jb)=(ai|bj)$. Physically, an imaginary orbital change produces a current but no first-order charge density. Exchange connects equal spins and leaves $-(ab|ij)+(aj|bi)$. With
\begin{equation}
(M_-)_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)-(ab|ij)+(aj|bi),
\end{equation}
we get $M_-U=i\alpha^2P^L_v$. In \eqref{second}, $(h^{Ku}_{ai})^*=+i\alpha^2P^K_{u,ai}$. The product of the two factors $i$ gives $-1$, the two spins give 2, and $2\,{\rm Re}$ gives another 2:
\begin{equation}
K^{\rm PSO}_{uv}=-4\alpha^4\,P^K_u\cdot M_-^{-1}P^L_v.
\end{equation}
The dot is a sum over virtual-occupied pairs.

\section*{(e) The real triplet equation}
Solve for the FC and SD perturbations, including all spin directions.

\textit{Solution.} Take first the component $\alpha^2T^L_{vz}s_z$. It is real and has values $\pm\frac12\alpha^2T^L_{vz}$ for the two spins. The solution is real, given a nonsingular matrix for the homogeneous imaginary part, and has opposite signs for the two spins. The Coulomb terms cancel again, this time between the spins: the perturbation makes a spin density but no charge density. Both exchange terms now have the same sign:
\begin{equation}
(M_+)_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)-(ab|ij)-(aj|bi).
\end{equation}
The closed-shell determinant and the electron repulsion are unchanged by a rotation of all spins. The components with $s_x$ and $s_y$ therefore have the same spatial matrix. For any $w$, the first-order orbital is $-\alpha^2\sum_a\phi_a(M_+^{-1}T^L_{vw})_{ai}$ times $s_w$ acting on the spin function.

Inserting this in \eqref{second} leaves the spin trace ${\rm tr}(s_ws_{w'})=\frac12\delta_{ww'}$. The factor $2\times\frac12$ is 1, so
\begin{equation}
K^{\rm T}_{uv}=-\alpha^4\sum_wT^K_{uw}\cdot M_+^{-1}T^L_{vw}.
\label{triplet}
\end{equation}
A cross term with PSO would contain ${\rm tr}\,s_w=0$ and is absent.

\section*{(f) The four isotropic terms}
Take one third of the trace and decide what happens to the FC-SD cross terms.

\textit{Solution.} The trace of the numerator of the DSO operator is $(3-1)\,\mathbf r_K\cdot\mathbf r_L$. Let $d^K_{ai}=\phi_a(\mathbf R_K)\phi_i(\mathbf R_K)$ be the contact vector, with $\mathbf R_K$ the position of the nucleus. Then
\begin{align}
K^{\rm DSO}&=\frac{2\alpha^4}{3}\int\rho\,\frac{\mathbf r_K\cdot\mathbf r_L}{r_K^3r_L^3}\,d^3r,\\
K^{\rm PSO}&=-\frac{4\alpha^4}{3}\sum_uP^K_u\cdot M_-^{-1}P^L_u,\\
K^{\rm FC}&=-\alpha^4\left(\frac{8\pi}3\right)^2d^K\cdot M_+^{-1}d^L,\\
K^{\rm SD}&=-\frac{\alpha^4}{3}\sum_{uw}S^K_{uw}\cdot M_+^{-1}S^L_{uw}.
\end{align}
In the FC term $\sum_w\delta_{uw}\delta_{vw}=\delta_{uv}$, whose trace 3 cancels the factor $\frac13$. A cross term in \eqref{triplet} is proportional to $d^K\cdot M_+^{-1}S^L_{vu}$, and its trace contains $\sum_uS^L_{uu}=0$. The same holds with $K$ and $L$ exchanged. The cross terms can thus affect the anisotropy of the tensor but not $K$.

For positive definite $M_\pm$, the three response expressions would be negative or zero if $K$ and $L$ were the same nucleus. For different nuclei they are bilinear forms in different vectors, and either sign is possible.

\section*{(g) The number of right-hand sides}
How many linear equations must be solved per nucleus?

\textit{Solution.} PSO gives three right-hand sides, one for each component of the moment. FC gives one, since the same spatial vector $d^K$ serves all directions. The nine SD pairs of moment and spin direction reduce to six because $S_{uw}=S_{wu}$. This gives a first count of ten: three imaginary singlet and seven real triplet equations.

The six SD components also obey $S_{xx}+S_{yy}+S_{zz}=0$. Since the equations are linear, the solution for $S_{zz}$ is minus the sum of those for $S_{xx}$ and $S_{yy}$. Five SD equations suffice, and the generic minimum is nine: three imaginary singlet and six real triplet. The matrix ranks for each nucleus of water, in the larger basis used below, confirm $3+1+5=9$. Molecular symmetry or a very small orbital space can reduce the number further.

The DSO term needs no equation. Because \eqref{second} uses $U$ for one nucleus, all couplings among $N$ nuclei can be found from the solutions for $N-1$ of them: every pair then contains a solved nucleus.

\section*{(h) A limit where the triplet response fails}
Study two equivalent sites with one orbital each, hopping energy $-t$ with $t>0$, on-site repulsion $U_0$, and two electrons.

\textit{Solution.} The occupied orbital $i$ is the even combination of the site orbitals and the virtual orbital $a$ the odd one. Both feel the same mean field $U_0/2$, so $\varepsilon_a-\varepsilon_i=2t$. Each orbital has density $\frac12$ on each site, hence $(aa|ii)=2\cdot\frac14U_0=U_0/2$, and likewise $(ai|ai)=U_0/2$. Therefore
\begin{equation}
M_-=2t,\qquad M_+=2t-U_0.
\end{equation}
The product $\phi_a\phi_i$ has opposite signs at the two nuclei, say $q$ and $-q$. So $K^{\rm FC}=\alpha^4(8\pi/3)^2q^2/(2t-U_0)$. It is positive for weak repulsion and diverges as $U_0\to2t$.

The exact model has no such divergence. Its triplet has energy 0. Its even singlets follow from a $2\times2$ matrix with diagonal elements $0,U_0$ and off-diagonal element $-2t$, whose lower eigenvalue is $\frac12(U_0-\sqrt{U_0^2+16t^2})$. The singlet-triplet gap $\frac12(\sqrt{U_0^2+16t^2}-U_0)$ stays positive for finite $U_0$. The divergence belongs to the restricted reference, which becomes unstable toward a spin-polarized one. In a molecule, let one nondegenerate eigenvalue $\lambda$ of $M_+$ approach zero, with normalized eigenvector $v$. The singular part of $K^{\rm FC}$ is then proportional to $(d^K\cdot v)(d^L\cdot v)/\lambda$, and that of $K^{\rm SD}$ to $\sum_{uw}(S^K_{uw}\cdot v)(S^L_{uw}\cdot v)/\lambda$. Each term diverges unless its numerator vanishes. Symmetry can remove the FC numerator and leave the SD one. Suppose $\sum_{ai}v_{ai}\phi_a\phi_i$ is odd under reflection in a plane containing both nuclei. It is then zero at the nuclei, so $d^K\cdot v=d^L\cdot v=0$, while the elements $S_{uw}\cdot v$ with exactly one index normal to the plane may be nonzero.

\section*{(i) Water}
Check the response formulas and evaluate the couplings for an O--H distance of 0.96~\AA\ and an angle of $104.5^\circ$. Give $K$ in units of $\alpha^4$ atomic units.

\textit{Solution.} The check uses the H--H pair in the 6-31G basis. Small finite moments are placed on the protons, and the Hartree-Fock energy is minimized with complex orbitals and free spin directions. For the isotropic sum of PSO, FC and SD, mixed energy differences give $-0.448880$ and the response formulas give $-0.448885$. All nine tensor elements agree within $7\times10^{-6}$, and each mechanism was also tested alone. The largest FC-SD cross element is 0.527 in magnitude, comparable with the FC term itself, yet the trace of the cross tensor vanishes to rounding. The numerical output lists these tests.

The couplings themselves are computed with an uncontracted cc-pVTZ basis and two added tight $s$ functions per atom. The column ``bare'' replaces $M_\pm$ by the orbital-energy differences alone; the output calls this ``unrelaxed''.
\begin{center}
\begin{tabular}{lrrrr}
 & H--H & bare & O--H & bare\\
DSO & $-0.167$ & $-0.167$ & $0.009$ & $0.009$\\
PSO & $0.211$ & $0.143$ & $2.158$ & $1.076$\\
FC & $-0.565$ & $0.024$ & $14.536$ & $5.010$\\
SD & $0.028$ & $0.006$ & $-0.053$ & $0.023$\\
Total & $-0.493$ & $0.006$ & $16.649$ & $6.117$
\end{tabular}
\end{center}
The bare H--H contact term has the wrong sign relative to the full response, and the bare total nearly vanishes. The two-electron terms in $M_+$ are therefore essential here, not a small correction. The O--H coupling is dominated by FC, which supplies $14.54/16.65$, or 87\%, of the total.

To convert to a frequency, write the coupling energy as $hJ\,\mathbf I_K\cdot\mathbf I_L$, with $h$ here the Planck constant. With $\mathbf M_K=\gamma_K\hbar\mathbf I_K$ this gives $hJ=\gamma_K\gamma_L\hbar^2K$. For two protons one unit of $K$ corresponds to 43.166~Hz, so
\begin{equation}
J_{\rm HH}=-0.4927\times43.166\ {\rm Hz}=-21.3\ {\rm Hz}.
\end{equation}
Its parts are $-7.2$ (DSO), $+9.1$ (PSO), $-24.4$ (FC) and $+1.2$~Hz (SD). The two orbital terms largely cancel. At fixed geometry $K$ does not depend on the isotope, so replacing one proton by a deuteron multiplies $J$ by the ratio of $g$ factors, 0.1535, and gives $-3.3$~Hz. For O--H, $K=59.8\times10^{19}\ {\rm T^2\,J^{-1}}$.

The added tight functions lower the total energy by only 0.0007 hartree, but change the H--H contact term from $-0.478$ to $-0.565$. That is 18\% of its earlier magnitude, or $-3.7$~Hz. The contact operator samples orbitals at a point, where a small energy error does not guarantee a small amplitude error. The O--H contact term moves in the same step from 12.97 to 14.54, or by 12\%. The basis is still not converged. With four tight $s$ functions and one tight $p$ shell per atom, and diffuse functions up to $d$ on O and $p$ on H, $J_{\rm HH}$ becomes $-22.2$~Hz and the O--H coupling $63.4\times10^{19}\ {\rm T^2\,J^{-1}}$. The small O--H terms change strongly, SD from $-0.053$ to $-0.003$ and DSO from 0.009 to 0.005, while the bare H--H contact term keeps its positive sign. The quoted values of $J$ and $K$ describe this basis and not the Hartree-Fock limit.

The lowest eigenvalues of $M_-$ and $M_+$ are 0.317 and 0.273 hartree in this basis, and 0.306 and 0.267 in the larger one just described. Both are positive, so the divergence of part (h) does not occur at this geometry. The lowest eigenvector of $M_+$ has no overlap with the proton contact vectors; the first eigenvalue that enters the H--H contact term is 0.309 hartree. A positive $M_+$ does not make the triplet response accurate. In the two-site model the Hartree-Fock coupling at $U_0=1.5t$ is already twice the exact one. For water in the 6-31G basis, coupled-cluster theory with single and double excitations (CCSD) and fixed orbitals reduces the H--H contact term from $-0.56$ to $-0.29$. The results still omit electron correlation, vibration, solvent and relativistic corrections beyond the magnetic operators used here, and are not predictions of measured couplings.

\section*{Computed results}
\begin{verbatim}
water: O-H 0.96 angstrom, angle 104.5 degree
K unit below: alpha^4 atomic units
-- finite-moment test, H-H, RHF/6-31G --
moment step = 5.0e-04 alpha^-2 atomic units
PSO: finite 0.076458, response 0.076458
FC: finite -0.561797, response -0.561801
SD: finite 0.036459, response 0.036459
PSO+FC+SD: finite -0.448880, response -0.448885
largest tensor error = 6.5e-06
largest FC-SD cross element = 0.52741
trace of FC-SD cross tensor = 1.5e-14
DSO: definition -0.147179, formula -0.147179
largest relative SD quadrature error = 3.3e-04
-- uncontracted cc-pVTZ, 0 or 2 tight s per atom --
tight 0: 74 functions, E = -76.057064 hartree
tight 0: FC(HH) = -0.47831, FC(OH) = 12.96535
tight 2: 80 functions, E = -76.057733 hartree
tight 2: FC(HH) = -0.56497, FC(OH) = 14.53564
-- results with 2 tight s functions per atom --
response matrix dimension = 375
lowest eigenvalue, imaginary singlet = 0.31714 hartree
lowest eigenvalue, real triplet = 0.27283 hartree
O ranks: PSO 3, FC 1, SD 5, FC+SD 6, all 9
H1 ranks: PSO 3, FC 1, SD 5, FC+SD 6, all 9
H2 ranks: PSO 3, FC 1, SD 5, FC+SD 6, all 9
K(HH) DSO = -0.16651, unrelaxed -0.16651
K(HH) PSO = 0.21104, unrelaxed 0.14281
K(HH) FC = -0.56497, unrelaxed 0.02435
K(HH) SD = 0.02775, unrelaxed 0.00582
K(HH) total = -0.49270, unrelaxed 0.00648
K(OH) DSO = 0.00881, unrelaxed 0.00881
K(OH) PSO = 2.15784, unrelaxed 1.07568
K(OH) FC = 14.53564, unrelaxed 5.00985
K(OH) SD = -0.05302, unrelaxed 0.02301
K(OH) total = 16.64927, unrelaxed 6.11736
K(OH) total = 59.830 x 10^19 T^2/J
conversion for two protons = 43.1661 Hz per unit of K
J(HH) DSO = -7.187 Hz
J(HH) PSO = 9.110 Hz
J(HH) FC = -24.388 Hz
J(HH) SD = 1.198 Hz
J(HH) total = -21.268 Hz
g(deuteron)/g(proton) = 0.153506
J(HD) total = -3.265 Hz
\end{verbatim}
